# Light extraction from a textured slab with a rear mirror

## Problem

A semiconductor slab of thickness \(L=100\ \mu\mathrm{m}\) and refractive index \(n=3.5\) emits light uniformly through its volume and equally in all directions. Its absorption coefficient at the emission wavelength is \(\alpha=0.1\ \mathrm{cm^{-1}}\). The rear face carries a mirror that reflects all light. The front face is textured and borders on air. The slab is so wide that its edges may be ignored until part (e).

Let \(\theta\) be the angle between a ray inside the slab and the surface normal. Escape-cone transmission is ideal: a ray that meets the front with \(\sin\theta<1/n\) leaves, and any other ray is reflected. An absorbed photon is lost. The extraction efficiency \(\eta\) is the number of photons that leave divided by the number emitted.

(a) Suppose that the rays are fully randomised, so that the light in the slab is at all times uniform in position and isotropic in direction. Derive \(\eta\) and evaluate it.

(b) Explain the result by the path that a photon travels, and compare it with a flat front.

(c) Suppose instead that directions are randomised at the front surface and nowhere else. Derive \(\eta\) for this case and find how much it differs from (a).

(d) Examine the limits of weak absorption, strong absorption and low index.

(e) The numbers resemble those of a silicon wafer emitting near its band edge. Estimate how an imperfect mirror, surface reflection, chip edges and additional absorption change the result.

## Solution

### (a) Fully randomised light

Take a slab area \(A\) containing \(N\) photons, each moving at speed \(v\). Their density is \(N/(AL)\). In an isotropic distribution, the share of photons travelling within a solid angle \(d\Omega\) is \(d\Omega/4\pi\), and their velocity towards the front is \(v\cos\theta\). The number striking the front per unit time is therefore

\[
\Gamma_{\rm strike}=\frac{N}{AL}\,A\,v\int_{\rm front}\cos\theta\,\frac{d\Omega}{4\pi}.
\]

The integral covers the hemisphere of directions that point to the front. With \(d\Omega=2\pi\sin\theta\,d\theta\),

\[
\int_{\rm front}\cos\theta\,\frac{d\Omega}{4\pi}
=\frac12\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta=\frac14,
\qquad
\Gamma_{\rm strike}=\frac{Nv}{4L}.
\]

Not every strike leads to escape. The critical angle follows from Snell's law, \(\sin\theta_c=1/n\), which gives \(\theta_c=16.60^\circ\). Among photons that strike the surface, the angular weight is \(2\sin\theta\cos\theta\,d\theta\), normalised to one over the hemisphere. This is the Lambertian distribution. The factor \(\cos\theta\) appears because steep rays reach the surface more often than grazing ones. The share inside the cone is

\[
e=\int_0^{\theta_c}2\sin\theta\cos\theta\,d\theta
=\sin^2\theta_c=\frac1{n^2}=0.0816 .
\]

The escape rate is thus \(\Gamma_{\rm esc}=Nv/(4Ln^2)\). Absorption removes a share \(\alpha\,ds\) of the photons over a path \(ds=v\,dt\), so its rate is \(\Gamma_{\rm abs}=\alpha vN\).

In a steady state, emission balances the sum of these two rates. The extracted fraction is

\[
\eta=\frac{\Gamma_{\rm esc}}{\Gamma_{\rm esc}+\Gamma_{\rm abs}}
=\frac{1/(4Ln^2)}{1/(4Ln^2)+\alpha}.
\]

Both \(N\) and \(v\) have cancelled. Multiplying numerator and denominator by \(4Ln^2\) gives

\[
\boxed{\eta=\frac{1}{1+4n^2\alpha L}}
\]

The thickness is \(0.01\) cm, so \(\alpha L=0.1\times0.01=0.001\). With \(n^2=12.25\),

\[
4n^2\alpha L=4\times12.25\times0.001=0.049,
\qquad
\eta=\frac1{1.049}=0.953 .
\]

About 95% of the emitted photons leave, and about 5% are absorbed.

### (b) Path length and the flat front

Consider a photon that leaves the front in a Lambertian direction, travels to the mirror and returns. Its path is \(2L/\cos\theta\), with mean

\[
\int_0^{\pi/2}\frac{2L}{\cos\theta}\,2\sin\theta\cos\theta\,d\theta
=4L\int_0^{\pi/2}\sin\theta\,d\theta=4L=400\ \mu\mathrm{m}.
\]

Oblique travel makes this twice the shortest round trip. If nothing is absorbed, each visit to the front ends in escape with probability \(e\), so the mean number of visits is

\[
\sum_{k=1}^{\infty}k\,e(1-e)^{k-1}=\frac1e=n^2=12.25 .
\]

The product of the two means is \(4n^2L=12.25\times0.4\ \mathrm{mm}=4.9\ \mathrm{mm}\). This is also the mean path before escape in the randomised gas without absorption, because \(v\) divided by the escape rate per photon is \(4n^2L\). The quantity \(4n^2\alpha L\) compares this path with the absorption length \(1/\alpha\), which is 10 cm. Although a single strike succeeds only 8% of the time, there is room for many attempts.

With a flat front, a ray keeps its angle to the normal, since both faces merely reverse the normal component of its direction. A photon emitted outside the cone can then never escape. The mirror makes the upward and downward cones equally useful, so the fraction of emitted photons in a usable direction is

\[
2\times\frac{2\pi}{4\pi}\int_0^{\theta_c}\sin\theta\,d\theta
=1-\cos\theta_c=0.0417 .
\]

The weight here is that of emission, \(\sin\theta\,d\theta\), without the factor \(\cos\theta\) that belongs to surface strikes. A flat front therefore extracts at most 4.2%, and texture raises the extraction about 23-fold at the same thickness, index, absorption and mirror.

### (c) Randomisation at the front only

Real texture acts when light reaches it. Between visits, a ray is straight apart from its reflection at the mirror. Let each arrival at the front be followed by a fresh Lambertian draw: the photon escapes with probability \(e=1/n^2\), and otherwise returns with a newly drawn Lambertian direction.

Write \(\mu=\cos\theta\) and \(x=2\alpha L\). Since \(2\sin\theta\cos\theta\,d\theta\) becomes \(2\mu\,d\mu\) on the interval from 0 to 1, the probability of surviving a round trip is

\[
t=\int_0^1 2\mu\,e^{-x/\mu}\,d\mu=2E_3(x),
\qquad
E_3(x)=\int_0^1\mu\,e^{-x/\mu}\,d\mu .
\]

The first flight differs, because it starts inside the slab with an isotropic direction. Reflect the slab in its mirror, so that each path becomes a straight line. A photon emitted upwards at depth \(z\) lies at normal distance \(z\) from the front. One emitted downwards lies at distance \((L-z)+L=2L-z\). Together these distances fill the interval from 0 to \(2L\) uniformly, and \(\mu\) is uniform between 0 and 1. The probability of reaching the front is

\[
p_0=\int_0^1 d\mu\,\frac1{2L}\int_0^{2L}e^{-\alpha s/\mu}\,ds
=\frac1{2\alpha L}\int_0^1\mu\left(1-e^{-x/\mu}\right)d\mu .
\]

The first term of the last integral is \(1/2\) and the second is \(t/2\), so

\[
p_0=\frac{1-t}{4\alpha L}.
\]

A photon that escapes on its \((k+1)\)th visit has arrived once, failed \(k\) times and survived \(k\) round trips. Summing over \(k\),

\[
\eta_s=p_0e\sum_{k=0}^{\infty}\left[(1-e)t\right]^k
=\frac{p_0e}{1-(1-e)t}.
\]

For small \(x\), the integral can be expanded. Differentiating twice gives \(E_3''=E_1\), where \(E_1(x)=-\gamma-\ln x+O(x)\) and \(\gamma=0.5772\) is Euler's constant. The starting values are \(E_3(0)=1/2\) and \(E_3'(0)=-1\). Integrating twice,

\[
E_3(x)=\frac12-x+\int_0^x(x-y)(-\gamma-\ln y)\,dy+O(x^3)
=\frac12-x+\frac{x^2}{2}\ell+O(x^3),
\]

with \(\ell=\tfrac32-\gamma-\ln x\). Hence

\[
t\simeq1-2x+x^2\ell,\qquad p_0=\frac{1-t}{2x}\simeq1-\frac{x\ell}{2}.
\]

Here \(x=0.002\) and \(\ell=1.5-0.577+6.215=7.14\). This gives \(t=0.99603\) and \(p_0=0.9929\), so that

\[
\eta_s=\frac{0.9929\times0.08163}{1-0.91837\times0.99603}
=\frac{0.08105}{0.08528}=0.950 .
\]

To two decimals the percentages are 95.33% for continuous randomisation and 95.04% for surface randomisation, a gap of 0.29 percentage points. Its origin can be read from the leading terms. To first order in the losses,

\[
1-\eta_s\simeq(1-p_0)+\frac{(1-e)(1-t)}{e}
\simeq\alpha L\,\ell+4(n^2-1)\alpha L .
\]

Subtracting \(1-\eta\simeq4n^2\alpha L\) leaves

\[
\eta-\eta_s\simeq\alpha L(\ell-4)=0.001\times3.14=0.0031,
\]

close to the full difference. The logarithm in \(\ell\) comes from the first flight. Isotropic emission contains many nearly horizontal rays, whose long paths are not suppressed by the surface weight \(\mu\). In (a), such rays are assumed to be redirected before they have gone far. Bulk scattering with a free path close to \(L\) does this and gives 95.3 to 95.4%. Much stronger scattering slows the light on its way to the front, and a free path of \(0.1L\) gives only 94.6%.

There is one further choice. The reflected light may lack the directions in the escape cone, because those rays have just left. Then \(\mu\) runs from 0 to \(\mu_c=\cos\theta_c\) with weight \(2\mu/\mu_c^2\). Substituting \(\mu=\mu_cw\),

\[
t'=\frac2{\mu_c^2}\int_0^{\mu_c}\mu e^{-x/\mu}d\mu
=2\int_0^1w\,e^{-x/(\mu_cw)}dw=2E_3(x/\mu_c).
\]

Replacing \(t\) by \(t'\) in \(\eta_s\), with \(p_0\) unchanged, gives 94.9%. The three descriptions agree on 95% as the result to quote; further digits depend on how the texture redistributes light.

### (d) Limits

**Weak absorption.** As \(\alpha L\to0\) at fixed \(n\), both models give complete extraction. A high index delays escape but does not prevent it when there is no competing loss.

**High index at fixed \(n^2\alpha L\).** Now \(\alpha L\) falls as \(1/n^2\), so \(p_0\to1\), \(1-t\to4\alpha L\) and \(1-e\to1\). Therefore

\[
\eta_s\to\frac{e}{e+4\alpha L}=\frac1{1+4n^2\alpha L}.
\]

The surface-only model approaches the result of (a), because the first flight becomes a negligible part of a long history. Raising \(n\) to 35 while keeping \(4n^2\alpha L=0.049\) reduces the gap from 0.29 to 0.007 percentage points.

**Strong absorption.** For \(\alpha L\gg1\), no light survives a round trip. Then \(t\to0\) and \(p_0\to1/(4\alpha L)\), so \(\eta_s\to1/(4n^2\alpha L)\). The formula of (a) has the same limit. In the surface-only model the light that escapes comes from a layer near the front whose depth is of order \(1/\alpha\), and the mirror no longer matters.

**Low index.** At \(n=1\) every photon that reaches the front leaves, so \(\eta_s=p_0\simeq1-\alpha L\,\ell\). The formula of (a) gives \(1-4\alpha L\) to first order. The two differ because a photon that leaves on its first visit has never been randomised by the surface. For weak absorption and any index, the first-order losses found in (c) differ by the fraction \((\ell-4)/(4n^2)\) of the simple result. At \(\alpha L=0.001\) this is about 6% for \(n=3.5\) but 79% for \(n=1\). These fractions hold to first order in \(\alpha L\) and for a full Lambertian redraw. If the reflected light lacks the escape cone, \(\ell-4\) gains the further term \(4(n^2-1)(1/\mu_c-1)\), about 2, and the difference at \(n=3.5\) becomes about 10%. The simple formula is thus a reliable guide to the loss in a surface-textured slab when the index is high, with \(4n^2\) large compared with both \(|\ell-4|\) and 2.

### (e) A silicon emitter

An index of 3.5 and an absorption of 0.1 cm⁻¹ are rough values for lightly doped silicon near 1170 nm at room temperature, where absorption changes several-fold within 20 nm, and 100 µm is a thin wafer. The slab is \(nL/\lambda\approx300\) wavelengths thick, which favours a ray description of the bulk. Texture with features near the wavelength would still need wave optics. The ideal 95% concerns extraction alone. Silicon has an indirect gap, and most injected carriers usually recombine without emitting light, so the efficiency of the whole device is far lower.

The rate balance of (a) accepts further losses directly. Each one adds its rate, divided by the escape rate \(Nv/(4Ln^2)\), to the denominator of \(\eta\). The cases below change one thing at a time and keep the light uniform and isotropic.

**Mirror.** The rear is struck as often as the front. If it absorbs a share \(1-R\) of each strike, independent of angle, the added term is \(n^2(1-R)\). For \(R=0.98\),

\[
\eta=\frac1{1+0.049+12.25\times0.02}=\frac1{1.294}=0.773 .
\]

A mirror loss of 2% costs 18 percentage points, because the light must try the front about twelve times. This loss exceeds the bulk absorption fivefold.

**Surface reflection.** Bare silicon reflects part of the light even inside the cone. For a locally flat facet and unpolarised light, let \(\phi\) be the angle in air, \(\sin\phi=n\sin\theta\). The Fresnel transmittance is

\[
T=1-\frac12\left[
\left(\frac{n\cos\theta-\cos\phi}{n\cos\theta+\cos\phi}\right)^2+
\left(\frac{\cos\theta-n\cos\phi}{\cos\theta+n\cos\phi}\right)^2\right].
\]

Averaging it over the cone with weight \(2\sin\theta\cos\theta\), by numerical quadrature, gives \(\bar T=0.676\). The escape probability becomes \(\bar T/n^2\), and

\[
\eta=\frac1{1+0.049/0.676}=0.932 .
\]

Reflected light is not lost; it tries again. Losing a third of the transmission therefore costs only 2 percentage points while the mirror is perfect.

**Edges.** A square chip of width \(W=10\) mm has edge area \(4WL\) and volume \(W^2L\). Its edges are struck at the rate \((Nv/4)(4WL)/(W^2L)=Nv/W\). If they absorb everything, the added term is \(4n^2L/W=12.25\times0.04=0.49\), and

\[
\eta=\frac1{1+0.049+0.49}=0.650 .
\]

This number assumes that light mixes over the whole chip. The mean path before escape is 4.9 mm and zigzags, whereas the centre lies 5 mm from the nearest edge, so such mixing is not reached by texture alone. Light near black edges is depleted, and the loss is smaller than this estimate: following rays that are randomised only at the front gives an extraction of about 74%. If the edges are instead textured and transmit like the front, they add 0.04 to the escape channels. In the same mixed-light model the front then delivers \(1/1.089=91.8\%\) and all faces together \(1.04/1.089=95.5\%\).

**Absorption.** The emission band of silicon extends to shorter wavelengths, where absorption is stronger. At \(\alpha=1\ \mathrm{cm^{-1}}\), the ratio \(4n^2\alpha L\) is 0.49 and \(\eta\) falls to 67%. Extraction drops to one half when \(4n^2\alpha L=1\), at \(\alpha=2.04\ \mathrm{cm^{-1}}\). A value for one wavelength therefore does not describe the whole spectrum.

Free carriers also absorb. In the Drude model, carriers of density \(N_c\), mass \(m\) and mobility \(b\) lose momentum at the rate \(\gamma_c=e_0/(mb)\), where \(e_0\) is the elementary charge. At an angular frequency \(\omega\gg\gamma_c\), the real part of their conductivity is \(N_ce_0^2\gamma_c/(m\omega^2)\). Dividing the absorbed power by the intensity gives

\[
\alpha_{\rm fc}=\frac{N_ce_0^2\gamma_c}{m\omega^2n\varepsilon_0c}
=\frac{N_ce_0^3}{m^2b\,\omega^2n\varepsilon_0c}.
\]

For \(N_c=10^{17}\ \mathrm{cm^{-3}}\), with rough values of 0.26 electron masses and 700 cm²/Vs, this is about 0.04 cm⁻¹. Added to the original absorption, it lowers \(\eta\) to about 93%. The mobility gives the scattering rate in a steady field. Carriers that take up a photon of about 1 eV can scatter faster, and empirical fits for silicon give roughly 0.14 to 0.4 cm⁻¹ at this density, three to ten times the Drude value. The upper figure would lower \(\eta\) to 80%, and under high injection electrons and holes both absorb. A free-carrier absorption of 0.2 cm⁻¹, for example, would lower \(\eta\) to 87%. The estimate grows in proportion to \(N_c\) at fixed mobility, so heavily doped regions need separate treatment.

**Re-emission.** Absorption across the band gap creates new carriers, which may emit again. If each absorbed photon is replaced with probability \(q\) by one that has the same chance of escape, successive generations give

\[
\eta\sum_{k=0}^{\infty}\left[q(1-\eta)\right]^k
=\frac{\eta}{1-q(1-\eta)} .
\]

For \(q=0.1\) this is 95.8% of the first emitted photons, a gain of less than half a percentage point. Free-carrier and mirror absorption offer no such return.

At the single wavelength where \(\alpha=0.1\ \mathrm{cm^{-1}}\), a 98% mirror is thus a larger loss than the bulk or the surface reflection, and black edges cost at least as much. This ranking does not carry over to the whole emission band of silicon. That band peaks near 1130 nm, and most of its photons are emitted where \(\alpha\) exceeds 0.5 cm⁻¹. Averaged over the band without re-emission, the extraction is roughly 40%, and the bulk takes several times more light than the 98% mirror. A loss that acts at every strike is multiplied by \(n^2\) when compared with escape. With the 98% mirror above, removing surface reflection gains about 8 points instead of the 2 found for a perfect mirror, since every failed attempt then costs another visit to the mirror.

All numerical values are calculated from the stated model.
